# CIPSI: Epstein–Nesbet selection and convergence for water: a program that tests the result

```python
"""
CIPSI selection with Epstein-Nesbet second-order energies, tested on water.

P is the selected determinant set, Q the rest of the full CI space, Psi the
ground state of H within P, and E_var its energy. The result under test is
    E2 = sum over alpha in Q of <alpha|H|Psi>^2 / (E_var - H_alpha,alpha),
the second-order energy for H0 = PHP + diagonal(QHQ). Determinants with the
largest terms are added to P. A determinant is a pair of alpha and beta
occupation strings; its address is alpha_index * n_strings + beta_index.
h and g are one- and two-electron integrals, g[p,q,r,s] = (pq|rs).
Energies are in hartree (Eh), or millihartree (mEh) where labelled.
"""
from itertools import combinations
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.sparse import csr_matrix
from scipy.sparse.linalg import eigsh
from pyscf import gto, scf, mcscf, fci, ci, ao2mo, symm, lib

lib.num_threads(1)
BOND, ANGLE = 0.96, 104.5


def water(basis, n_orb, n_elec):
    """RHF calculation and integrals of the active space."""
    mol = gto.M(atom=f"O; H 1 {BOND}; H 1 {BOND} 2 {ANGLE}",
                basis=basis, symmetry=True, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    cas = mcscf.CASCI(mf, n_orb, n_elec)
    h, e_core = cas.get_h1eff()
    g = ao2mo.restore(1, np.asarray(cas.get_h2eff()), n_orb)
    return mol, mf, cas.ncore, np.asarray(h), g, float(e_core)


def hop(string, p, q):
    """Move an electron from q to p; return new string and fermion sign."""
    low, high = min(p, q), max(p, q)
    between = ((1 << high) - 1) & ~((1 << (low + 1)) - 1)
    sign = -1 if bin(string & between).count("1") % 2 else 1
    return string ^ (1 << q) ^ (1 << p), sign


def make_tables(h, g, n_orb, n_occ):
    """Excitations of every string and the Slater-Condon ingredients."""
    strings = sorted(sum(1 << k for k in c)
                     for c in combinations(range(n_orb), n_occ))
    index = {s: i for i, s in enumerate(strings)}
    occ = np.array([[(s >> k) & 1 for k in range(n_orb)]
                    for s in strings], dtype=float)
    singles, doubles, double_values = [], [], []
    for s in strings:
        filled = [k for k in range(n_orb) if (s >> k) & 1]
        empty = [k for k in range(n_orb) if not (s >> k) & 1]
        row = []
        for q in filled:
            for p in empty:
                new, sign = hop(s, p, q)
                row.append((index[new], sign, p, q))
        singles.append(row)
        row, values = [], []
        for i, j in combinations(filled, 2):
            for a, b in combinations(empty, 2):
                middle, sign1 = hop(s, b, j)
                new, sign2 = hop(middle, a, i)
                row.append(index[new])
                values.append(sign1 * sign2 * (g[a, i, b, j] - g[a, j, b, i]))
        doubles.append(row)
        double_values.append(values)
    singles = np.array(singles, dtype=int)
    coulomb = np.einsum("sk,pqkk->spq", occ, g)
    exchange = np.einsum("sk,pkkq->spq", occ, g)
    own = occ @ np.diag(h) + 0.5 * np.einsum(
        "sp,spp->s", occ, coulomb - exchange)
    diagonal = (own[:, None] + own[None, :]
                + np.einsum("sp,tpp->st", occ, coulomb)).ravel()
    return SimpleNamespace(
        strings=strings, ns=len(strings), dim=len(strings)**2, g=g,
        to=singles[:, :, 0], sign=singles[:, :, 1],
        p=singles[:, :, 2], q=singles[:, :, 3],
        to2=np.array(doubles, dtype=int), val2=np.array(double_values),
        coulomb=coulomb, field=h + coulomb - exchange, diagonal=diagonal)


def columns(t, dets):
    """Addresses and values of all H elements connected to each determinant."""
    a, b = np.divmod(dets, t.ns)
    n, ac, bc = len(dets), a[:, None], b[:, None]
    pa, qa, pb, qb = t.p[a], t.q[a], t.p[b], t.q[b]
    single_a = t.sign[a] * (t.field[ac, pa, qa] + t.coulomb[bc, pa, qa])
    single_b = t.sign[b] * (t.field[bc, pb, qb] + t.coulomb[ac, pb, qb])
    mixed = t.g[pa[:, :, None], qa[:, :, None], pb[:, None, :], qb[:, None, :]]
    mixed = mixed * t.sign[a][:, :, None] * t.sign[b][:, None, :]
    mixed_to = t.to[a][:, :, None] * t.ns + t.to[b][:, None, :]
    rows = np.hstack([dets[:, None], t.to[a] * t.ns + bc, ac * t.ns + t.to[b],
                      t.to2[a] * t.ns + bc, ac * t.ns + t.to2[b],
                      mixed_to.reshape(n, -1)])
    values = np.hstack([t.diagonal[dets][:, None], single_a, single_b,
                        t.val2[a], t.val2[b], mixed.reshape(n, -1)])
    return rows, values


def ground_state(t, dets, rows, values):
    """Lowest eigenpair of H restricted to the selected determinants."""
    n = len(dets)
    position = np.full(t.dim, -1, dtype=int)
    position[dets] = np.arange(n)
    local = position[rows]
    inside = local >= 0
    matrix = csr_matrix((values[inside], (local[inside],
                                         np.nonzero(inside)[0])), shape=(n, n))
    if n <= 500:
        energy, vector = eigh(matrix.toarray(), subset_by_index=[0, 0])
    else:
        start = np.zeros(n)
        start[np.argmin(t.diagonal[dets])] = 1.0
        energy, vector = eigsh(matrix, k=1, which="SA", v0=start, tol=1e-12)
    return float(energy[0]), vector[:, 0]


def apply_h(t, rows, values, coefficients):
    return np.bincount(rows.ravel(),
                       weights=(values * coefficients[:, None]).ravel(),
                       minlength=t.dim)


def cipsi(t, targets):
    """Grow P from the Hartree-Fock determinant; targets[0] must be 1."""
    dets = np.array([0])
    rows, values = columns(t, dets)
    history = []
    for step in range(len(targets)):
        energy, c = ground_state(t, dets, rows, values)
        sigma = apply_h(t, rows, values, c)
        sigma[dets] = 0.0
        gap = t.diagonal - energy
        gap[dets] = 1.0          # placeholder: these numerators are zero
        assert gap.min() > 0.0
        terms = -sigma**2 / gap
        best = int(np.argmin(terms))
        history.append(SimpleNamespace(
            n=len(dets), dets=dets, c=c, e=energy, e2=float(terms.sum()),
            external=int(np.sum(abs(sigma) > 1e-10)), best=best,
            coupling=float(sigma[best]), gap=float(gap[best]),
            term=float(terms[best])))
        if step + 1 < len(targets):
            n_add = targets[step + 1] - len(dets)
            chosen = np.argpartition(terms, n_add - 1)[:n_add]
            partner = (chosen % t.ns) * t.ns + chosen // t.ns
            new = np.setdiff1d(np.union1d(chosen, partner), dets)
            new_rows, new_values = columns(t, new)
            dets = np.concatenate([dets, new])
            rows = np.vstack([rows, new_rows])
            values = np.vstack([values, new_values])
    return history


# ---- Small space: every statement can be checked by dense diagonalization.
_, _, _, h_s, g_s, core_s = water("sto-3g", 7, 10)
ts = make_tables(h_s, g_s, 7, 5)
all_rows, all_values = columns(ts, np.arange(ts.dim))
H = np.zeros((ts.dim, ts.dim))
H[all_rows, np.arange(ts.dim)[:, None]] = all_values
assert np.allclose(H, H.T, atol=1e-10)
small = cipsi(ts, [1, 2, 4, 8, 16])[-1]
P = small.dets
Q = np.setdiff1d(np.arange(ts.dim), P)
H0 = np.diag(np.diag(H))
H0[np.ix_(P, P)] = H[np.ix_(P, P)]
V = H - H0


def lowest(matrix):
    return float(eigh(matrix, eigvals_only=True, subset_by_index=[0, 0])[0])


def second_coefficient(step):
    return (lowest(H0 + step * V) + lowest(H0 - step * V)
            - 2 * lowest(H0)) / (2 * step**2)


e2_numeric = (4 * second_coefficient(0.01) - second_coefficient(0.02)) / 3
assert abs(e2_numeric - small.e2) < 1e-6
exact_s = lowest(H)
HPQ, HQQ = H[np.ix_(P, Q)], H[np.ix_(Q, Q)]
effective = H[np.ix_(P, P)] + HPQ @ np.linalg.solve(
    exact_s * np.eye(len(Q)) - HQQ, HPQ.T)
assert abs(lowest((effective + effective.T) / 2) - exact_s) < 1e-8
coupling_q = HPQ.T @ small.c
full_q = float(coupling_q @ np.linalg.solve(
    small.e * np.eye(len(Q)) - HQQ, coupling_q))
gaps_q = np.diag(HQQ) - small.e
estimate = coupling_q**2 / gaps_q
two_state = (np.sqrt(gaps_q**2 + 4 * coupling_q**2) - gaps_q) / 2
lowering = np.array([small.e - lowest(H[np.ix_(np.append(P, x),
                                             np.append(P, x))]) for x in Q])
assert np.all(lowering >= two_state - 1e-10)
assert np.all(two_state <= estimate + 1e-10)
relevant = estimate > 1e-5
ratios = lowering[relevant] / estimate[relevant]
choice_quality = lowering[np.argmax(estimate)] / lowering.max()
assert choice_quality > 0.5

# ---- Main example: frozen-core water in 6-31G.
NORB, NOCC = 12, 4
NELEC = (NOCC, NOCC)
mol, mf, n_frozen, h, g, e_core = water("6-31g", NORB, 2 * NOCC)
t = make_tables(h, g, NORB, NOCC)

# Independent full CI contraction on a random sparse vector.
rng = np.random.default_rng(7)
sample = rng.choice(t.dim, 200, replace=False)
weights = rng.normal(size=200)
sample_rows, sample_values = columns(t, sample)
ours = apply_h(t, sample_rows, sample_values, weights)
vector = np.zeros(t.dim)
vector[sample] = weights
absorbed = fci.direct_spin1.absorb_h1e(h, g, NORB, NELEC, 0.5)
reference = fci.direct_spin1.contract_2e(
    absorbed, vector.reshape(t.ns, t.ns), NORB, NELEC).ravel()
sigma_error = float(np.max(abs(ours - reference)))
assert sigma_error < 1e-9

solver = fci.direct_spin1.FCISolver()
solver.verbose = 0
solver.conv_tol = 1e-11
solver.max_cycle = 100
e_fci, c_fci = solver.kernel(h, g, NORB, NELEC, ecore=e_core)
e_fci = float(e_fci)

# Spatial symmetry of determinants from the orbital irreps.
irreps = np.asarray(symm.label_orb_symm(
    mol, mol.irrep_id, mol.symm_orb, np.asarray(mf.mo_coeff)))
irreps = irreps[n_frozen:n_frozen + NORB]
string_irrep = np.array([np.bitwise_xor.reduce(
    [int(irreps[k]) for k in range(NORB) if (s >> k) & 1])
    for s in t.strings])
allowed = (string_irrep[:, None] == string_irrep[None, :]).ravel()

history = cipsi(t, [2**k for k in range(14)])
energies = np.array([x.e + e_core for x in history])
corrections = np.array([x.e2 for x in history])
var_errors = energies - e_fci
pt_errors = var_errors + corrections
assert abs(energies[0] - mf.e_tot) < 1e-8
assert np.all(np.diff(energies) < 1e-9)
assert np.all(var_errors > -1e-8)
assert np.all(abs(pt_errors) < abs(var_errors))
assert abs(corrections[-1]) < abs(corrections[0])
assert np.all(allowed[history[-1].dets])

# Fixed excitation-rank selection, checked by a separate CISD solver.
hf_rows, _ = columns(t, np.array([0]))
cisd_dets = hf_rows[0][allowed[hf_rows[0]]]
e_cisd = ground_state(t, cisd_dets, *columns(t, cisd_dets))[0] + e_core
cisd = ci.CISD(mf, frozen=n_frozen)
cisd.verbose = 0
cisd.conv_tol = 1e-10
cisd.max_cycle = 100
cisd.kernel()
assert abs(cisd.e_tot - e_cisd) < 2e-6
assert energies[-1] < e_cisd
first_below = next(i for i, e in enumerate(energies) if e < e_cisd)

# Same number of determinants selected only by low diagonal energy.
compare = history[10]
candidates = np.nonzero(allowed)[0]
low_dets = candidates[np.argsort(t.diagonal[candidates])[:compare.n]]
e_low = ground_state(t, low_dets, *columns(t, low_dets))[0] + e_core
assert compare.e + e_core < e_low


def spin_square(record):
    full = np.zeros(t.dim)
    full[record.dets] = record.c
    return float(fci.spin_op.spin_square0(
        full.reshape(t.ns, t.ns), NORB, NELEC)[0])


s2_mid, s2_last = spin_square(history[6]), spin_square(history[-1])
s2_fci = float(fci.spin_op.spin_square0(c_fci, NORB, NELEC)[0])
assert abs(s2_fci) < 1e-6 and s2_mid > 1e-6

slope, intercept = np.polyfit(corrections[-4:], energies[-4:], 1)
assert abs(intercept - e_fci) < abs(var_errors[-1])

# ---- Numbers for the text.
print(f"O-H distance {BOND:.2f} angstrom; H-O-H angle {ANGLE:.1f} degrees")
print("Small test: all-electron water, STO-3G")
print(f"  determinants in full space {ts.dim}; in P {small.n}")
print(f"  E_var {small.e + core_s:.8f} Eh; FCI {exact_s + core_s:.8f} Eh")
print(f"  E2 from formula {1e3 * small.e2:.6f} mEh")
print(f"  E2 from E(lambda) {1e3 * e2_numeric:.6f} mEh")
print(f"  true FCI - E_var {1e3 * (exact_s - small.e):.6f} mEh")
print(f"  second order with full QHQ {1e3 * full_q:.6f} mEh")
print(f"  one-determinant lowering/|e|: {ratios.min():.4f} to "
      f"{ratios.max():.4f} (|e| > 0.01 mEh)")
print(f"  first choice lowering/best lowering {choice_quality:.4f}")
print("Main example: frozen-core water, 6-31G")
print(f"  active electrons {2 * NOCC}; orbitals {NORB}; frozen {n_frozen}")
print(f"  strings per spin {t.ns}; all determinants {t.dim}")
print(f"  symmetry-allowed determinants {int(allowed.sum())}")
print(f"  connections per determinant, itself included {hf_rows.shape[1]}")
print(f"  largest H-vector discrepancy {sigma_error:.1e} Eh")
print(f"  RHF {mf.e_tot:.8f} Eh; FCI {e_fci:.8f} Eh")
print(f"  FCI weight of RHF determinant {float(c_fci[0, 0]**2):.5f}")
first = history[0]
a_best, b_best = divmod(first.best, t.ns)
for label, number in (("alpha", a_best), ("beta", b_best)):
    filled = [k + 1 for k in range(NORB) if (t.strings[number] >> k) & 1]
    print(f"  first selected {label} active orbitals {filled}")
print(f"  its coupling {first.coupling:.6f} Eh; gap {first.gap:.6f} Eh")
print(f"  its second-order term {1e3 * first.term:.5f} mEh")
print("Errors are relative to FCI; ratio = (FCI - E_var)/E2")
print("   N    E_var/Eh     E2/mEh  err_var/mEh err_PT2/mEh ratio  external")
for x, e, e2, ev, ep in zip(history, energies, corrections,
                            var_errors, pt_errors):
    print(f"{x.n:5d} {e:12.7f} {1e3*e2:10.4f} {1e3*ev:10.4f} "
          f"{1e3*ep:10.4f} {-ev/e2:8.4f} {x.external:8d}")
print(f"CISD: {len(cisd_dets)} determinants, {e_cisd:.7f} Eh, "
      f"error {1e3 * (e_cisd - e_fci):.4f} mEh")
print(f"First tabulated CIPSI size below CISD: {history[first_below].n}")
print(f"Lowest-diagonal selection: N {compare.n}, {e_low:.7f} Eh, "
      f"error {1e3 * (e_low - e_fci):.4f} mEh")
print(f"<S^2>, N {history[6].n}: {s2_mid:.3e} (hbar^2)")
print(f"<S^2>, N {history[-1].n}: {s2_last:.3e} (hbar^2)")
print(f"Fit to last 4 points: slope {slope:.5f}; intercept {intercept:.7f} Eh")
print(f"Extrapolation error {1e3 * (intercept - e_fci):.4f} mEh")
to_kj = (constants.physical_constants["Hartree energy"][0]
         * constants.N_A / 1000)
print(f"Final E_var error {to_kj * var_errors[-1]:.4f} kJ/mol")
print(f"Final E_var+E2 error {to_kj * pt_errors[-1]:.4f} kJ/mol")
print("finished without a failed check")
```

Output:

```
O-H distance 0.96 angstrom; H-O-H angle 104.5 degrees
Small test: all-electron water, STO-3G
  determinants in full space 441; in P 16
  E_var -75.00933073 Eh; FCI -75.01315470 Eh
  E2 from formula -3.821188 mEh
  E2 from E(lambda) -3.821188 mEh
  true FCI - E_var -3.823972 mEh
  second order with full QHQ -3.784868 mEh
  one-determinant lowering/|e|: 1.0000 to 1.0363 (|e| > 0.01 mEh)
  first choice lowering/best lowering 1.0000
Main example: frozen-core water, 6-31G
  active electrons 8; orbitals 12; frozen 1
  strings per spin 495; all determinants 245025
  symmetry-allowed determinants 61441
  connections per determinant, itself included 1425
  largest H-vector discrepancy 1.4e-14 Eh
  RHF -75.98394030 Eh; FCI -76.12014020 Eh
  FCI weight of RHF determinant 0.95491
  first selected alpha active orbitals [1, 2, 3, 8]
  first selected beta active orbitals [1, 2, 3, 8]
  its coupling 0.159032 Eh; gap 2.396337 Eh
  its second-order term -10.55416 mEh
Errors are relative to FCI; ratio = (FCI - E_var)/E2
   N    E_var/Eh     E2/mEh  err_var/mEh err_PT2/mEh ratio  external
    1  -75.9839403  -170.1465   136.1999   -33.9466   0.8005      396
    2  -75.9944484  -152.2083   125.6918   -26.5164   0.8258      704
    4  -76.0024280  -140.0442   117.7122   -22.3320   0.8405     1349
    9  -76.0173944  -117.2015   102.7458   -14.4557   0.8767     2696
   16  -76.0321341   -95.5808    88.0061    -7.5747   0.9208     3876
   32  -76.0517342   -70.2588    68.4060    -1.8528   0.9736     5895
   64  -76.0747696   -44.8276    45.3706     0.5430   1.0121     8477
  128  -76.0977185   -21.2125    22.4217     1.2092   1.0570    10979
  257  -76.1113775    -9.0612     8.7627    -0.2986   0.9671    13894
  512  -76.1154648    -4.8337     4.6754    -0.1583   0.9673    23893
 1024  -76.1174923    -2.6434     2.6479     0.0045   1.0017    33695
 2048  -76.1189202    -1.1903     1.2200     0.0298   1.0250    40378
 4096  -76.1196804    -0.4427     0.4598     0.0172   1.0388    47081
 8192  -76.1200214    -0.1156     0.1188     0.0031   1.0272    49023
CISD: 409 determinants, -76.1133563 Eh, error 6.7839 mEh
First tabulated CIPSI size below CISD: 512
Lowest-diagonal selection: N 1024, -76.0988312 Eh, error 21.3091 mEh
<S^2>, N 64: 1.512e-02 (hbar^2)
<S^2>, N 8192: 2.633e-05 (hbar^2)
Fit to last 4 points: slope -0.99876; intercept -76.1201252 Eh
Extrapolation error 0.0150 mEh
Final E_var error 0.3119 kJ/mol
Final E_var+E2 error 0.0083 kJ/mol
finished without a failed check
```
